# Hurley's condition for floating Gaussian centres in H2

## The problem

Two protons are held at $z=\pm R/2$. The two electrons of H$_2$ share one real orbital in restricted Hartree-Fock (RHF) theory. The orbital is built from two normalized s Gaussians of fixed exponent $\alpha$,

$$g_\pm(\mathbf r)=\left(\frac{2\alpha}{\pi}\right)^{3/4}e^{-\alpha|\mathbf r\mp s\hat{\mathbf z}|^2},$$

whose centres $z=\pm s$ need not coincide with the protons. Algebra is in atomic units, numbers are in eV and Å. A positive force pushes the right-hand proton outward.

(a) Find the electron density and the energy $E(R,s)$.

(b) Find the bare electrostatic force $F_{\rm bare}$ on the right-hand proton, meaning the Coulomb force from the other proton and the electron density.

(c) The centres follow the protons by some rule $s(R)$. How does $F_{\rm bare}$ differ from $-dE/dR$, and when do the two agree?

(d) Take $\alpha=1.4$ Å$^{-2}$ and $R=0.90$ Å. Compare centres on the protons with centres of lowest energy.

## Hints

1. The product of two Gaussians is a Gaussian. The density is then a sum of three spherical charges.
2. The field of a spherical charge follows from the charge enclosed.
3. $E$ depends on $R$ directly and also through $s(R)$. Ask which of the two dependences an electrostatic force can know about.
4. To see where the other one comes from, differentiate the energy with respect to the orbital, keeping the orbital normalized.

## Solution

### (a) Density and energy

Mirror symmetry fixes the ratio of the coefficients. The bonding orbital is

$$\phi=\frac{g_++g_-}{\sqrt{2+2S}},\qquad S=\langle g_+|g_-\rangle .$$

In the product $g_+g_-$ the exponents add to

$$\alpha|\mathbf r-s\hat{\mathbf z}|^2+\alpha|\mathbf r+s\hat{\mathbf z}|^2=2\alpha r^2+2\alpha s^2,$$

because the cross terms cancel. Let $G_c$ be the Gaussian of exponent $2\alpha$ centred at $z=c$ with unit integral. Then $g_\pm^2=G_{\pm s}$ and $g_+g_-=S\,G_0$, with $S=e^{-2\alpha s^2}$. Hence

$$\rho=2\phi^2=\sum_i w_iG_{c_i},\qquad w_{\pm s}=\frac{1}{1+S},\quad w_0=\frac{2S}{1+S}.$$

The weights add to 2, the number of electrons.

**Kinetic energy.** With $r_+$ the distance from the centre of $g_+$,

$$-\tfrac12\nabla^2g_+=(3\alpha-2\alpha^2r_+^2)\,g_+ .$$

A unit Gaussian of exponent $2\alpha$ has mean square radius $3/(4\alpha)$ about its own centre. About a point a distance $s$ away it has $3/(4\alpha)+s^2$. The two kinds of matrix element are therefore

$$\langle g_+|\hat T|g_+\rangle=\tfrac32\alpha,\qquad
\langle g_-|\hat T|g_+\rangle=S\left(\tfrac32\alpha-2\alpha^2s^2\right).$$

Each occurs twice in $\langle\phi|\hat T|\phi\rangle$, and division by $2+2S$ gives

$$\langle T\rangle=\frac{\tfrac32\alpha+\tfrac{\alpha}{2}(3-4\alpha s^2)S}{1+S}.$$

**Electrostatics.** A unit Gaussian charge of exponent $p$ encloses, within radius $x$,

$$Q_p(x)=\int_0^x4\pi r^2\left(\frac p\pi\right)^{3/2}e^{-pr^2}dr=\operatorname{erf}(\sqrt p\,x)-2\sqrt{\frac p\pi}\,x\,e^{-px^2}.$$

Its field is $f_p(x)=Q_p(x)/x^2$. Its potential is $v_p(x)=\operatorname{erf}(\sqrt p\,x)/x$, since differentiation gives $-v_p'=f_p$ and $v_p\to0$ at infinity. At the centre, $v_p(0)=2\sqrt{p/\pi}$.

For two Gaussian charges of exponent $2\alpha$, the separation of a point in one from a point in the other is again Gaussian distributed. The variances add, so its exponent is half as large, and the interaction energy is $v_\alpha$.

In a doubly occupied orbital the electron repulsion is $\iint\phi^2\phi'^2/|\mathbf r-\mathbf r'|$, which is one quarter of the same integral with $\rho\rho'$. The two protons attract the density equally. Thus

$$E=2\langle T\rangle-2\sum_iw_i\,v_{2\alpha}\!\left(\tfrac R2-c_i\right)+\tfrac14\sum_{ij}w_iw_j\,v_\alpha(c_i-c_j)+\frac1R .$$

### (b) Bare force

Hold the density fixed and move only the right-hand proton, at $Z_+$. The energy terms that change are $1/(Z_+-Z_-)$ and $-\sum_iw_iv_{2\alpha}(Z_+-c_i)$. Minus their derivative is

$$F_{\rm bare}=\frac1{R^2}-\sum_iw_i\,f_{2\alpha}\!\left(\tfrac R2-c_i\right),$$

where $f_{2\alpha}$ is taken as an odd function, so that a charge to the left of the proton pulls it left.

This is also $-(\partial E/\partial R)_s$. Changing $R$ at fixed $s$ moves both protons by half the change, so

$$\left(\frac{\partial E}{\partial R}\right)_s=\frac12\left(\frac{\partial E}{\partial Z_+}-\frac{\partial E}{\partial Z_-}\right)=\frac{\partial E}{\partial Z_+},$$

the last step by mirror symmetry. The density depends on $s$ alone, so it does stay fixed.

### (c) The missing term and its disappearance

Along a rule $s(R)$ the chain rule gives

$$-\frac{dE}{dR}=F_{\rm bare}-\left(\frac{\partial E}{\partial s}\right)_R\frac{ds}{dR}.$$

The last term is the Pulay force. It vanishes for every rule $s(R)$ if

$$\left(\frac{\partial E}{\partial s}\right)_R=0 .$$

This is Hurley's condition for the present basis: when the energy is stationary in the centres, the bare force equals $-dE/dR$.

To see what it asks of the orbital, write $E=2\langle\phi|\hat h|\phi\rangle+\langle\phi|\hat J|\phi\rangle+1/R$. Here $\hat h$ is the one-electron Hamiltonian and $\hat J$ is the potential of the charge density $\phi^2$. The first term contains $\phi$ twice and the second contains it four times, so

$$\frac{\partial E}{\partial s}=4\left\langle\frac{\partial\phi}{\partial s}\right|\hat h+\hat J\left|\phi\right\rangle
=4\left\langle\frac{\partial\phi}{\partial s}\right|\hat F-\varepsilon\left|\phi\right\rangle ,$$

with Fock operator $\hat F=\hat h+\hat J$ and $\varepsilon=\langle\phi|\hat F|\phi\rangle$. Subtracting $\varepsilon$ changes nothing, because normalization makes $\langle\partial\phi/\partial s|\phi\rangle=0$.

An exact Hartree-Fock orbital obeys $(\hat F-\varepsilon)\phi=0$ and has no Pulay force. Hurley's condition is weaker. The residual may be large, provided it is orthogonal to the change that moving the centres makes in $\phi$.

Stationarity is enough; a minimum is not needed. Since $E(R,s)=E(R,-s)$, the point $s=0$ is also stationary. There the two functions merge into one Gaussian at the bond midpoint, and its bare force is minus the slope of its own energy curve, which lies higher at $R=0.90$ Å.

The result fails if another basis parameter varies with $R$ without being stationary. An exponent $\alpha(R)$, for instance, adds $-(\partial E/\partial\alpha)(d\alpha/dR)$ to $-dE/dR$.

### (d) Numbers

The root of $\partial E/\partial s=0$, found numerically, is $s^*=0.44068$ Å. It lies 0.00932 Å inside the proton position $R/2=0.45$ Å. There $S=0.58057$, so the outer weights are $1/1.58057=0.63268$ and the middle one is $0.73463$.

In these units the Coulomb constant is $27.211386\times0.529177=14.3996$ eV Å. The four terms of the energy, in the order of the formula, are

$$27.742-87.666+17.441+16.000=-26.483\ \text{eV}.$$

For the force, the proton repulsion is $14.3996/0.90^2=17.777$ eV/Å. The electronic pull has three parts, with $p=2.8$ Å$^{-2}$:

- The near Gaussian, 0.00932 Å away, has field 0.033 Å$^{-2}$ and pulls with $14.3996\times0.63268\times0.033=0.30$ eV/Å.
- The middle one, 0.45 Å away, encloses a fraction 0.2311 of its charge. Its field is $0.2311/0.45^2=1.141$ Å$^{-2}$ and its pull is 12.07 eV/Å.
- The far one, 0.89068 Å away, encloses 0.7825. Its field is 0.986 Å$^{-2}$ and its pull is 8.99 eV/Å.

The sum is 21.36 eV/Å, so

$$F_{\rm bare}=17.77734-21.35975=-3.582\ \text{eV/Å}\quad(-0.0697\ \text{hartree/bohr}).$$

The derivative of the energy, with $s$ re-optimized at each $R$ and no force used, gives $-dE/dR=-3.582$ eV/Å as well.

With the centres on the protons, the near Gaussian exerts no force on its own proton, by spherical symmetry. The total pull is then 20.868 eV/Å and the bare force is $-3.091$ eV/Å. But now $\partial E/\partial s=0.907$ eV/Å and $ds/dR=\tfrac12$, so

$$-\frac{dE}{dR}=-3.091-\tfrac12(0.907)=-3.544\ \text{eV/Å}.$$

The bare force misses 0.453 eV/Å, although floating the centres lowers the energy by only $26.48342-26.47923=0.0042$ eV.

The derivatives $-3.544$ and $-3.582$ differ because they belong to two different energy curves. Hurley's condition equates two forces on one curve.

Other bond lengths behave likewise (forces in eV/Å):

| $R$ (Å) | centred, bare | centred, $-dE/dR$ | floating, bare | floating, $-dE/dR$ |
|---|---|---|---|---|
| 0.70 | 7.585 | 6.590 | 6.309 | 6.309 |
| 0.90 | −3.091 | −3.544 | −3.582 | −3.582 |
| 1.10 | −6.101 | −6.594 | −6.563 | −6.563 |

The Pulay force of the centred basis does not simply track the distance to $s^*$. From 0.90 to 1.10 Å that distance falls from 0.0093 to 0.0076 Å, while the Pulay force grows slightly in size, from 0.453 to 0.492 eV/Å. The gradient at $s=R/2$ is the distance times the mean curvature of $E$ in $s$ over that interval. Twice the Pulay force divided by the distance gives about 97 and 129 eV/Å$^2$, so the stiffer energy outweighs the shorter distance.

**The centres still move.** Differentiating $\partial E/\partial s=0$ along the optimized path gives

$$E_{sR}+E_{ss}\frac{ds^*}{dR}=0,\qquad \frac{ds^*}{dR}=-\frac{E_{sR}}{E_{ss}}=0.551 ,$$

where subscripts denote partial derivatives. At $R=0.90$ Å the optimized centres move slightly faster than the protons, for which the rate is 0.5; this order need not hold at other bond lengths. The Pulay force is zero because the gradient factor vanishes, not the motion.

At $s^*$ the slope of the energy is therefore the same whether the centres are frozen, carried rigidly or re-optimized. The second derivative is not. For centres moving at a constant rate $\kappa$ through $s^*$ it is $E_{RR}+2\kappa E_{sR}+\kappa^2E_{ss}$. For re-optimized centres it is the same expression at $\kappa^*=ds^*/dR$, since the term with $d^2s^*/dR^2$ multiplies $\partial E/\partial s=0$. Inserting $E_{sR}=-\kappa^*E_{ss}$, the excess over the re-optimized value is

$$E_{ss}\left(\kappa^2-2\kappa\kappa^*+\kappa^{*2}\right)=E_{ss}(\kappa-\kappa^*)^2 .$$

With $E_{ss}=94.8$ eV/Å$^2$ this is about 29 eV/Å$^2$ for frozen centres and 0.25 eV/Å$^2$ for rigidly carried ones. Hurley's condition removes the centre response from the force, but not from the force constant.

## Variation 1: how well must the centres be converged?

**Question.** The centres sit at $s^*+\delta$ and are carried rigidly with the protons. What are the errors in energy and force?

**Solution.** Expand about $s^*$, where the first derivative vanishes:

$$E(s^*+\delta)-E(s^*)\approx\tfrac12E_{ss}\delta^2,\qquad \frac{\partial E}{\partial s}\approx E_{ss}\delta .$$

With $ds/dR=\tfrac12$ the mismatch is

$$-\frac{dE}{dR}-F_{\rm bare}\approx-\tfrac12E_{ss}\delta .$$

The energy error is quadratic in $\delta$, the force mismatch linear. For $\delta=0.010$ Å the estimates are $\tfrac12(94.77)(0.010)^2=0.0047$ eV and $-\tfrac12(94.77)(0.010)=-0.474$ eV/Å. The full calculation gives 0.0048 eV and $-0.487$ eV/Å. Halving $\delta$ gives 0.0012 eV and $-0.240$ eV/Å, close to one quarter and one half.

To hold the mismatch to 0.01 eV/Å one needs $|\delta|\le2(0.01)/94.77=2\times10^{-4}$ Å. The energy is then within about $2\times10^{-6}$ eV of its minimum. A small change in energy between optimization steps is thus a weak sign of a converged bare force. The gradient $\partial E/\partial s$ is the quantity to monitor. In molecular dynamics with bare forces, a mismatch left by unconverged centres means that the forces are not the gradient of the computed energy, so energy conservation is no longer assured.

## Variation 2: coefficients that can vary

**Question.** Each proton now has two Gaussians, with exponents 5.0 and 1.0 Å$^{-2}$, sharing one floating centre. Symmetry no longer fixes all the coefficients. Does the result survive?

**Solution.** Write the orbital as $\phi=u/\sqrt{\langle u|u\rangle}$ with $u=\sum_\mu C_\mu\chi_\mu$, where $\chi_\mu$ are the basis functions. Normalization is built in, so the $C_\mu$ are free variables, and a converged RHF solution has $\partial E/\partial C_\mu=0$. Then

$$\frac{dE}{dR}=\left(\frac{\partial E}{\partial R}\right)_{s,C}+\frac{\partial E}{\partial s}\frac{ds}{dR}+\sum_\mu\frac{\partial E}{\partial C_\mu}\frac{dC_\mu}{dR}.$$

The last sum vanishes. At fixed $s$ and $C$ the density is fixed, so the first term is again $-F_{\rm bare}$. Hurley's condition is unchanged. It does require a converged RHF solution.

At $R=0.90$ Å the optimum is $s^*=0.4214$ Å, and the forces in eV/Å are:

| centres | bare | $-dE/dR$ |
|---|---|---|
| on the protons | −1.644 | −4.267 |
| floating | −4.369 | −4.369 |

The richer basis lowers the energy from $-26.48$ to $-29.36$ eV (both floating), yet its centred bare force is off by 2.62 eV/Å instead of 0.45. In this pair of bases, a better energy does not mean a smaller Pulay force.

Sharing a centre matters. If the two Gaussians had separate positions $s_1$ and $s_2$, the shared optimum would ensure $\partial E/\partial s_1+\partial E/\partial s_2=0$, but not that each gradient is zero. The Pulay force then vanishes for motions that carry both functions together. If they move at different rates, each gradient must vanish separately.

Agreement between the two forces is a statement of consistency, not of accuracy. At the same bond length, RHF in the larger cc-pVTZ basis gives $-30.44$ eV and $-dE/dR=-3.995$ eV/Å. The floating one-Gaussian and two-Gaussian forces, $-3.582$ and $-4.369$ eV/Å, miss this value by about 0.4 eV/Å on opposite sides. The reference itself omits electron correlation and has a finite basis. Going to cc-pVQZ moves it to $-30.45$ eV and $-4.003$ eV/Å, a shift of about 0.01 in each, so the last digits of the cc-pVTZ values are not converged, though the comparison is unchanged. The model and cc-pVTZ values are listed in the numerical output below.

## Table of computed values

```
Conversion: 1 hartree = 27.211386 eV, 1 bohr = 0.529177 angstrom
Exponent alpha = 1.40 angstrom^-2
Bond length R = 0.90 angstrom
Optimal centre s* = 0.44068 angstrom
Atom-centred s = R/2 = 0.45000 angstrom
Inward shift R/2 - s* = 0.00932 angstrom
Overlap S at s* = 0.58057 (no unit)
Charge weights at s*: outer 0.63268, middle 0.73463 electrons
E, atom-centred = -26.47923 eV
  proton repulsion = 17.77734 eV/angstrom
  electronic pull = -20.86813 eV/angstrom
  bare force = -3.09079 eV/angstrom
  dE/ds = 0.90660 eV/angstrom
  -dE/dR, rigidly carried centres = -3.54409 eV/angstrom
E, floating = -26.48342 eV
  proton repulsion = 17.77734 eV/angstrom
  electronic pull = -21.35975 eV/angstrom
  bare force = -3.58241 eV/angstrom
  dE/ds = 0.00000 eV/angstrom
  -dE/dR, rigidly carried centres = -3.58241 eV/angstrom
Forces in eV/angstrom; R and s* in angstrom
R | s* | centred bare | centred -dE/dR | floating bare | floating -dE/dR
0.70 | 0.31736 | 7.58502 | 6.58975 | 6.30913 | 6.30912
0.90 | 0.44068 | -3.09079 | -3.54409 | -3.58241 | -3.58241
1.10 | 0.54240 | -6.10147 | -6.59355 | -6.56290 | -6.56290
Centre response ds*/dR = 0.55141 (no unit)
Curvature E_ss = 94.7748 eV/angstrom^2
Centring error 0.005 angstrom: energy excess 0.001196 eV
  total minus bare force = -0.24027 eV/angstrom
Centring error 0.010 angstrom: energy excess 0.004827 eV
  total minus bare force = -0.48716 eV/angstrom
Two-Gaussian exponents = 5.0 and 1.0 angstrom^-2
Two-Gaussian s* = 0.42142 angstrom
Two-Gaussian E: centred -29.28480 eV, floating -29.35977 eV
  centred: bare -1.6440, -dE/dR -4.2670 eV/angstrom
  floating: bare -4.3694, -dE/dR -4.3694 eV/angstrom
RHF/cc-pVTZ at same R: E = -30.44211 eV
  -dE/dR = -3.9954 eV/angstrom
```
